# Cheung Analysis of a Schottky Diode: Span, Window and Noise

Read the ideality factor of a Schottky diode from the slope of $\ln I$ against $V$, and series resistance will corrupt it. Take a diode with true ideality factor 1.05 and 20 Ω in series, at 300 K. At 0.02 mA the local slope gives an apparent value of 1.06; at 5 mA it gives 4.9. A barrier height computed from such a slope is wrong too.

Cheung's method separates the resistance from the junction by fitting two straight lines to one forward curve. Whoever post-processes a measured or calculated curve must choose three settings: the span over which voltages are differenced, the current window, and the Richardson constant. The last may come from the effective masses of a band-structure calculation. The analysis below shows what each choice does.

## The model and its first line

Let $I$ be the current, $V$ the applied voltage, $R$ a constant series resistance, $n$ the ideality factor and $V_t=kT/q$, with $q>0$ the elementary charge. The junction receives $V-IR$, so

$$I=I_s\left[e^{(V-IR)/(nV_t)}-1\right],\qquad I_s=SA^*T^2e^{-\phi/V_t}.$$

Here $S$ is the contact area, $A^*$ the Richardson constant, and $\phi$ the barrier in volts, numerically equal to its height in eV. The model assumes thermionic emission over one uniform barrier, with $n$, $R$ and $\phi$ constant over the window.

Divide by $I_s$, add 1 and take the logarithm:

$$V=IR+nV_t\ln(1+I/I_s).$$

Since $d/d\ln I=I\,d/dI$,

$$\frac{dV}{d\ln I}=IR+nV_t\frac{I}{I+I_s}.$$

The last fraction is $1-I_s/(I+I_s)$. When $I\gg I_s$ it tends to 1, leaving a line in $I$ with slope $R$ and intercept $nV_t$.

Data provide differences, not derivatives. In the same limit $V=IR+nV_t(\ln I-\ln I_s)$. Subtract this equation at two points and divide by the difference in $\ln I$:

$$D\equiv\frac{\Delta V}{\Delta\ln I}=nV_t+Rx,\qquad x=\frac{\Delta I}{\Delta\ln I}.$$

No small step was assumed. The abscissa $x$, the logarithmic mean of the two currents, removes the finite-step error from the limiting law.

Another abscissa does not. Write the two currents as $I_ge^{-a}$ and $I_ge^{a}$, where $I_g$ is their geometric mean. Then $\Delta I=2I_g\sinh a$ and $\Delta\ln I=2a$, so $x=I_g\sinh a/a$. Plotting $D$ against $I_g$ multiplies the fitted resistance by $\sinh a/a$. For $2a=0.920$, the span used below, 20 Ω becomes 20.7 Ω.

## The second line and the Richardson constant

Define $L=\ln[I/(SA^*T^2)]$. Because $\ln I_s=\ln(SA^*T^2)-\phi/V_t$, the limiting law becomes

$$V=IR+nV_tL+n\phi.$$

Using the fitted value $\hat n$ from the first line, form

$$H=V-\hat nV_tL.$$

If $\hat n=n$, then $H=n\phi+IR$. The intercept divided by $\hat n$ gives the barrier, and the slope gives a second value of $R$.

Suppose the analysis uses $fA^*$ instead of $A^*$. Then $L$ falls by $\ln f$, $H$ rises everywhere by $\hat nV_t\ln f$, and the barrier shifts by $V_t\ln f$. Both resistances and $n$ are unchanged, so neither plot can reveal the error.

## One noisy curve

The example has $\phi=0.65$ eV, $n=1.05$, $R=20$ Ω, $S=10^{-4}$ cm², $A^*=110$ A cm⁻² K⁻² and $T=300$ K. These give $V_t=25.852$ mV, $SA^*T^2=990$ A and $I_s=11.9$ nA. Voltages are generated from the full diode law at 61 logarithmically spaced currents from 0.02 to 5 mA. Independent Gaussian noise of standard deviation $\sigma=0.3$ mV is then added to each.

Differences join points $s=10$ places apart, so $\Delta\ln I=0.9202$. The first pair has currents 0.02000 and 0.05020 mA and voltages 201.555 and 228.260 mV. Hence

$$D=\frac{228.260-201.555}{0.9202}=29.02\ \text{mV},\qquad x=\frac{0.05020-0.02000}{0.9202}=0.0328\ \text{mA}.$$

The last pair gives $D=92.35$ mV at $x=3.269$ mA. A line through these two pairs alone would have an intercept of 28.4 mV, or $n=1.10$. The unweighted fit to all 51 pairs gives an intercept of 27.225 mV and a slope of 19.91 Ω, so

$$\hat n=27.225/25.852=1.053.$$

At the first point $L=\ln(2\times10^{-5}/990)=-17.717$, giving $H=201.555+27.225\times17.717=683.9$ mV. At the last point $H=783.5$ mV. The line through all 61 values has intercept 683.82 mV and slope 19.89 Ω. Therefore

$$\hat\phi=0.68382/1.0531=0.6493\ \text{eV}.$$

The root of the squared residuals of this line, summed and divided by $61-3$, is 0.304 mV. One curve can thus supply its own estimate of $\sigma$ when the model fits.

Without noise, the same procedure gives $n=1.0499$, $R=20.002$ Ω and $\phi=0.65004$ eV. The small offsets come from dropping the $-1$ in the diode law; at the lowest current $I/I_s=1678$. Equal current spacing in the logarithm is not essential. Solving the diode law numerically for the current at 24 equally spaced voltages from 0.22 to 0.45 V, and using $s=4$, gives $n=1.0499$, $R=20.001$ Ω and $\phi=0.65002$ eV.

## How noise reaches the results

Let there be $M$ differences, with mean abscissa $\bar x$ and $Q=\sum_k(x_k-\bar x)^2$. The least-squares slope is $\sum_k b_kD_k$ with $b_k=(x_k-\bar x)/Q$; the mean of $D$ drops out because $\sum_k(x_k-\bar x)=0$. The intercept is the mean of $D$ minus $\bar x$ times the slope, or $\sum_k a_kD_k$ with

$$a_k=\frac1M-\bar x\,b_k.$$

On a logarithmic grid every difference has the same $\Delta\ln I=s\delta$, where $\delta$ is the spacing of neighbouring points. Reading $V_j$ enters $D_{j-s}$ with a plus sign and $D_j$ with a minus sign. Thus

$$\hat n=\sum_j u_jV_j,\qquad u_j=\frac{a_{j-s}-a_j}{s\delta V_t},$$

with $a$ set to zero outside its range. Replacing $a$ by $b$ and omitting $V_t$ gives the weights for $R$. With currents known, both estimates are linear in the voltages, so zero-mean noise does not shift their averages. For independent noise, the variances of the terms add:

$$\mathrm{sd}(\hat n)=\sigma\Big(\sum_j u_j^2\Big)^{1/2}.$$

For the barrier, write $\delta n=\hat n-n$ and let $\varepsilon_j$ be the voltage errors. Then

$$H_j=n\phi+I_jR+\varepsilon_j-\delta n\,V_tL_j.$$

The intercept of the second line is $h_0=\sum_jq_jH_j$. Its weights satisfy $\sum_jq_j=1$ and $\sum_jq_jI_j=0$, since a fitted line must return a constant unchanged and give a line through the origin zero intercept. Substituting $H_j$ into $\hat\phi-\phi=(h_0-\hat n\phi)/\hat n$ gives, to first order,

$$\delta\phi=\frac{1}{n}\left[\sum_jq_j\varepsilon_j-\Lambda\,\delta n\right],\qquad \Lambda=\phi+V_t\sum_jq_jL_j.$$

Because $\phi+V_tL_j$ is the junction voltage divided by $n$, $\Lambda$ is that quantity extrapolated to zero current by the line fit. Here $\Lambda=0.2375$ V. An ideality factor too high by 0.0019 lowers the barrier by $0.2375\times0.0019/1.05=0.43$ meV. The predicted correlation between the two errors is $-0.994$: almost all the barrier scatter comes through $n$.

Repeating the analysis on 4000 synthetic curves at each noise level gives these standard deviations:

| $\sigma$ (mV) | $n$ | first $R$ (Ω) | $\phi$ (meV) |
|---|---|---|---|
| 0.1 | 0.0006 | 0.022 | 0.14 |
| 0.3 | 0.0019 | 0.065 | 0.42 |
| 1.0 | 0.0061 | 0.215 | 1.40 |
| 3.0 | 0.0185 | 0.644 | 4.23 |

The propagated errors agree with these values to within about 1%, apart from rounding in the smallest entries. Even at 3 mV the averages are $n=1.050$, $R=20.00$ Ω and $\phi=650.1$ meV. Recovery on average does not make a single curve that accurate; the table gives its scatter.

Current readings may be noisy too. If a reading is $I(1+r)$ with $|r|\ll1$, its logarithm rises by $r$ and its ohmic term by $IRr$. Expressed through the readings, the law acquires an equivalent voltage error $-(nV_t+IR)r$. For 0.5% noise this has standard deviation 0.14 mV at the bottom of the window and 0.64 mV at the top. With exact voltages, 4000 such curves give scatters of 0.0018 in $n$, 0.093 Ω in $R$ and 0.38 meV in $\phi$.

## Choosing the span and the window

With $s=1$, the end readings carry large weights, $a_k/(\delta V_t)$ in magnitude, because no neighbouring difference cancels them. A longer span shares each end among $s$ readings and divides their weights by about $s$. While $a$ changes little over the span, their summed squares therefore fall roughly as $1/s$, and their contribution to the standard deviation as $1/\sqrt s$. Interior weights contain $(a_{j-s}-a_j)/(s\delta)$, which for a slowly varying $a$ does not shrink with $s$. The gain therefore levels off. On this grid the end contribution also stops following $1/\sqrt s$ beyond about $s=10$, and at $s=40$ the error in $n$ is larger than at $s=20$.

With the currents and $\sigma=0.3$ mV held fixed, the propagated errors are:

| Method | $n$ | $R$ (Ω) | $\phi$ (meV) |
|---|---|---|---|
| $s=1$ | 0.0046 | 0.154 | 1.04 |
| $s=5$ | 0.0023 | 0.078 | 0.52 |
| $s=10$ | 0.0019 | 0.065 | 0.42 |
| $s=20$ | 0.0018 | 0.065 | 0.41 |
| Direct fit | 0.0017 | 0.056 | 0.38 |

For this grid, $s=10$ captures nearly all the available gain. A much longer span leaves fewer points on the plot for judging curvature.

The direct fit uses $V=c_0+c_1L+c_2I$, with $n=c_1/V_t$, $R=c_2$ and $\phi=c_0/c_1\times V_t$. For equal, independent voltage errors it has the smallest variance among linear unbiased estimates. Its weight vector lies in the space spanned by the columns $1$, $L$ and $I$. Any other unbiased weight vector differs from it by a vector orthogonal to those columns, so the squared lengths add and the variance cannot fall. The same argument applies to the first-order error in $\phi$. A sensible procedure is to inspect the Cheung plots for curvature and take final parameters from the direct fit.

Ordinary regression error bars should not be used for the first line, because its differences share readings. Treating them as independent, with $\sigma=0.3$ mV and $s=10$, gives 0.0033 for $n$ instead of 0.0019, and 0.076 Ω for $R$ instead of 0.065 Ω.

The upper current controls the resistance. If all currents are multiplied by $c$ at fixed logarithmic spacing, every $x_k$ is multiplied by $c$, and $b_k$ by $1/c$. The error in $R$ then falls as $1/c$, while $a_k$ and the error in $n$ stay fixed. Lowering just the top current to 0.5 mA, with 61 points and $s=10$ retained, also narrows the logarithmic range. The error in $R$ rises from 0.065 to 0.87 Ω, and that in $\phi$ from 0.42 to 0.92 meV.

So extend the window until $IR$ clearly exceeds $nV_t$, but stop before heating or curvature makes the constant-parameter model fail. Straight lines alone do not prove the window safe, as the image force shows below. Keep the lower end well above $I_s$.

## What the straight lines cannot certify

The parameters represent, roughly, a nickel-silicide test contact on n-type silicon doped to $10^{16}$ cm⁻³. For a circular contact of radius $a_c$ on a thick wafer of resistivity $\rho$, the spreading resistance $\rho/(4a_c)$ is 23 Ω at a rough mobility of 1200 cm² V⁻¹ s⁻¹, so 20 Ω is a reasonable scale. That formula holds for an equipotential disc. Under a diode the current is nearly uniform at low bias and crowds toward the edge at high bias, so for this contact the effective spreading resistance falls from 24.9 Ω at 0.02 mA to 23.9 Ω at 5 mA. Such a resistance is not constant: it alone shifts the extracted $n$ by $+0.009$ and $\phi$ by $-1.8$ meV, and leaves an rms misfit of 0.13 mV in a direct fit. Heavily doped transistor contacts are a different case: tunnelling can dominate there. Here the tunnelling energy $E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}$, with doping $N$, permittivity $\varepsilon$ and the light silicon mass $m=0.19m_e$, is 1.2 meV, far below $kT$. It grows as $\sqrt N$ and would reach about 39 meV at $10^{19}$ cm⁻³.

An error in $A^*$ can far exceed the random error. In thermionic emission the velocity normal to the contact cancels the normal density of states, leaving the in-plane masses. For (100) silicon, two valleys contribute $m_t$ each and four contribute $\sqrt{m_lm_t}$ each. With $m_l=0.92m_e$ and $m_t=0.19m_e$, the result is 247 A cm⁻² K⁻². Using it instead of 110 raises the extracted barrier by $25.85\ln(246.6/110)=20.9$ meV, about fifty times the random error at 0.3 mV. The value 110 is close to the effective constant customarily used for n-type silicon, which lies below the band-mass figure because it also absorbs phonon scattering, quantum-mechanical reflection and diffusion; the band masses alone do not fix the constant to use. Whenever a barrier is quoted, $A^*$ should be quoted with it.

The image force also matters. An electron near the metal sees its barrier lowered by $\sqrt{qE/(4\pi\varepsilon)}$ volts in a field $E$. Using the depletion-layer field, this lowering falls from 21.1 meV at zero bias to 13.4 meV at the top current. The voltage contains $n\phi$, so a barrier change enters it multiplied by $n$. Adding $n$ times the change from zero bias to the noise-free voltages and repeating the extraction shifts $n$ by $+0.027$, $R$ by $+0.20$ Ω and $\phi$ by $-1.8$ meV. This is a first-order estimate, with the band bending taken from the 0.65 eV barrier. Taking it from the unlowered barrier and solving for the field self-consistently gives a lowering of 14.0 meV at the top current and shifts of $+0.026$, $+0.18$ Ω and $-1.7$ meV. The barrier shift is relative to the effective zero-bias barrier; a calculated barrier without image lowering should first be reduced by about 21 meV for comparison.

In the first-order estimate the two resistances shift by 0.199 and 0.211 Ω. Their close agreement does not expose the error. Nor does curvature: in the self-consistent estimate, a direct fit to the noise-free curve leaves an rms misfit of only 0.035 mV, far below the 0.3 mV noise. Over this window the image force acts almost exactly like a change in $n$, $R$ and $\phi$.

Temperature is another hidden input. If the diode is at $T_1$ but analysed at $T$, its first intercept is $nkT_1/q$, so $\hat n=nT_1/T$. The second line then contains an extra $2n(kT_1/q)\ln(T/T_1)$, and

$$\hat\phi=\frac{T}{T_1}\left[\phi+\frac{2kT_1}{q}\ln\frac{T}{T_1}\right].$$

For a diode at 301 K analysed at 300 K, $n$ rises by 0.0035 and the barrier falls by 2.3 meV, with $R$ unchanged. Pure thermionic emission is itself approximate here: only about $4kT$ of band bending remains at the top current, and the limited supply of electrons by drift and diffusion through the depletion layer shifts $n$ by a further $+0.006$ to $+0.007$, $R$ by about $+0.12$ Ω and $\phi$ by about $+0.6$ meV, again without visible curvature. Lateral barrier variation and interface layers are not included in these estimates. Either can make $n$ or $\phi$ depend on bias, in which case the fitted values describe the chosen window rather than a single barrier.
